# Hurley's condition, floating basis centres and the lost nuclear cusp: test program

```python
"""
Hurley's condition and the nuclear cusp, Hartree atomic units.
Claim: if a trial function depends on nuclei only through parameters at
which the energy is stationary, including basis centres, the total nuclear
force is the Hellmann-Feynman (HF) force. A displaced Slater centre loses
the cusp at the nucleus; a cusp factor tied to the nucleus restores a
Pulay force. Model: one electron and charges Z at A=0, q at B=L on z.
s: basis centre, zeta: Slater exponent, delta=|s-A|, E_L: local energy.
"""
import math
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar

Z, q, L = 1.0, 0.5, 2.0
rng = np.random.default_rng(2718)
gx, gw = np.polynomial.legendre.leggauss(48)


def attraction(d, zeta):
    """Mean inverse distance from a Slater density to a point."""
    d = abs(d)
    if d < 1e-9:
        return zeta
    return -math.expm1(-2*zeta*d)/d - zeta*math.exp(-2*zeta*d)


def energy(A, B, s, zeta):
    return (zeta**2/2 - Z*attraction(s-A, zeta)
            - q*attraction(s-B, zeta) + Z*q/abs(B-A))


def relax_floating(A, B):
    res = minimize(lambda p: energy(A, B, p[0], p[1]), [A+0.05, 1.1],
                   method="Nelder-Mead",
                   options=dict(xatol=1e-9, fatol=1e-13, maxiter=2000))
    return res.x[0], res.x[1], res.fun


def relax_attached(A, B):
    res = minimize_scalar(lambda z: energy(A, B, A, z), bounds=(0.5, 2),
                          method="bounded", options=dict(xatol=1e-9))
    return res.x, res.fun


def two_centre_grid(d):
    """Volume quadrature about one centre; t is distance to the other."""
    edges = [0, d, d+2, d+8, d+30]
    r = np.concatenate([(b-a)/2*gx+(a+b)/2
                        for a, b in zip(edges[:-1], edges[1:])])[:, None]
    wr = np.concatenate([(b-a)/2*gw
                         for a, b in zip(edges[:-1], edges[1:])])[:, None]
    low, high = abs(r-d), r+d
    t = (high-low)/2*gx + (high+low)/2
    cosine = (r*r+d*d-t*t)/(2*r*d)
    weight = 2*np.pi*r*r*wr*(high-low)/2*gw*t/(r*d)
    return r, t, cosine, weight


def electron_field(d, zeta):
    """Mean cosine/r^2 at a point, axis towards the density centre."""
    r, t, c, w = two_centre_grid(d)
    n = zeta**3/np.pi*np.exp(-2*zeta*t)
    assert abs(np.sum(w*n)-1) < 1e-8
    return np.sum(w*n*c/r**2)


def hf_forces(s, zeta):
    return (Z*electron_field(s, zeta)-Z*q/L**2,
            -q*electron_field(L-s, zeta)+Z*q/L**2)


# Floating and attached minima, compared with reoptimized derivatives.
s, zeta, e_float = relax_floating(0, L)
zeta_att, e_att = relax_attached(0, L)
scan = min(energy(0, L, x, z) for x in np.linspace(-1, 3, 81)
           for z in np.linspace(0.3, 2, 35))
assert scan >= e_float-1e-12 and e_float < e_att and 0 < s < L
h = 1e-3
total_A = -(relax_floating(h, L)[2]-relax_floating(-h, L)[2])/(2*h)
total_B = -(relax_floating(0, L+h)[2]-relax_floating(0, L-h)[2])/(2*h)
hf_A, hf_B = hf_forces(s, zeta)
assert abs(hf_A-total_A) < 3e-6 and abs(hf_B-total_B) < 3e-6
assert abs(hf_A+hf_B) < 1e-6

# A mistuned centre leaves a force imbalance equal to the centre gradient.
shift = 0.01
bad_A, bad_B = hf_forces(s+shift, zeta)
grad_bad = (energy(0, L, s+shift+1e-4, zeta)
            - energy(0, L, s+shift-1e-4, zeta))/2e-4
assert abs(bad_A+bad_B-grad_bad) < 1e-6 and abs(grad_bad) > 1e-3

# Attached centre: electronic HF force on A is zero by spherical symmetry.
r, t, c, w = two_centre_grid(L)
n_att = zeta_att**3/np.pi*np.exp(-2*zeta_att*r)
el_att = -zeta_att**2/2+(zeta_att-Z)/r-q/t+Z*q/L
assert abs(np.sum(w*n_att*el_att)-e_att) < 1e-7
pulay_att = -2*np.sum(w*n_att*(el_att-e_att)*zeta_att*c)
hf_att = -Z*q/L**2
total_att = -(relax_attached(h, L)[1]-relax_attached(-h, L)[1])/(2*h)
assert abs(hf_att+pulay_att-total_att) < 3e-6


def sampled_pulay(centre, exponent, mean_energy, count=1000000):
    """Direct samples of the squared Slater function."""
    rho = rng.gamma(3, 1/(2*exponent), count)
    cosine = rng.uniform(-1, 1, count)
    ra = np.sqrt(rho**2+centre**2+2*rho*centre*cosine)
    b = L-centre
    rb = np.sqrt(rho**2+b**2-2*rho*b*cosine)
    el = -exponent**2/2+exponent/rho-Z/ra-q/rb+Z*q/L
    values = -2*(el-mean_energy)*exponent*cosine
    return values.mean(), values.std(ddof=1)/math.sqrt(count)


mc_att, err_att = sampled_pulay(0, zeta_att, e_att)
mc_float, err_float = sampled_pulay(s, zeta, e_float)
assert abs(mc_att-pulay_att) < 5*err_att
assert abs(mc_float) < 5*err_float and abs(pulay_att) > 10*err_att


# Slope of the spherical average around the nucleus, from the definition.
def average_slope(u, delta, exponent):
    def average(v):
        dist = np.sqrt(v*v+delta*delta-2*v*delta*gx)
        return np.sum(gw*np.exp(-exponent*dist))/2
    step = 1e-3*u
    return (math.log(average(u+step))-math.log(average(u-step)))/(2*step)


d_test, z_test = 1e-3, 1.3
assert abs(average_slope(0.1*d_test, d_test, z_test)
           + z_test*2*0.1/3) < 5e-3
assert abs(average_slope(3*d_test, d_test, z_test)
           + z_test*(1-1/27)) < 5e-3
slopes = [average_slope(k*s, s, zeta) for k in (0.01, 0.1, 3.0)]
assert abs(slopes[0]) < 0.02


def local_energy_numeric(psi, point, step=1e-4):
    """Local energy from a finite-difference Laplacian."""
    point = np.array(point, float)
    lap = 0.0
    for axis in np.eye(3):
        lap += psi(point+step*axis)+psi(point-step*axis)-2*psi(point)
    lap /= step**2
    rb = np.linalg.norm(point-np.array([0, 0, L]))
    return (-lap/(2*psi(point))-Z/np.linalg.norm(point)-q/rb+Z*q/L)


def el_floating(u):
    """Floating local energy at distance u from A, perpendicular to z."""
    return (-zeta**2/2+zeta/math.hypot(s, u)-Z/u
            - q/math.hypot(L, u)+Z*q/L)


centre_vec = np.array([0, 0, s])
el_num = local_energy_numeric(
    lambda x: math.exp(-zeta*np.linalg.norm(x-centre_vec)), [0.01, 0, 0])
assert abs(el_num-el_floating(0.01)) < 5e-3


# Variance by angular averages about the Slater centre.
def local_variance(delta, b, exponent, za, qb, constant):
    ell = np.arange(40)

    def inverse_square(rho, d):
        ratio = min(min(rho, d)/max(rho, d), 1-1e-15)
        return math.atanh(ratio)/(rho*d)

    def moments(rho):
        ma, mb = max(rho, delta), max(rho, b)
        ga = (min(rho, delta)/ma)**ell/ma
        gb = (min(rho, b)/mb)**ell/mb
        cross = np.sum((-1.0)**ell*ga*gb/(2*ell+1))
        base = -exponent**2/2+exponent/rho+constant
        pot = -za/ma-qb/mb
        second = (base**2+2*base*pot+za**2*inverse_square(rho, delta)
                  + qb**2*inverse_square(rho, b)+2*za*qb*cross)
        n = 4*exponent**3*rho**2*math.exp(-2*exponent*rho)
        return n*(base+pot), n*second

    edges = [0, delta, 10*delta, b, b+5, b+25]
    out = []
    for k in (0, 1):
        out.append(sum(quad(lambda x: moments(x)[k], lo, hi,
                            epsabs=1e-10, epsrel=1e-9, limit=200)[0]
                       for lo, hi in zip(edges[:-1], edges[1:])))
    return out[0], out[1]-out[0]**2


mean_1d, var_float = local_variance(s, L-s, zeta, Z, q, Z*q/L)
assert abs(mean_1d-e_float) < 1e-7
var_att = np.sum(w*n_att*(el_att-e_att)**2)

# Importance sampling near all three singular points checks the variance.
count = 600000
centres = np.array([0, L, s])
which = rng.integers(0, 3, count)
rad = rng.exponential(0.5, count)
cs = rng.uniform(-1, 1, count)
perp = rad*np.sqrt(1-cs**2)
dist = [np.where(which == k, rad,
                 np.hypot(perp, centres[which]+rad*cs-centres[k]))
        for k in range(3)]
density_draw = sum(2*np.exp(-2*d)/(4*np.pi*d*d) for d in dist)/3
el = -zeta**2/2+zeta/dist[2]-Z/dist[0]-q/dist[1]+Z*q/L
vals = ((el-e_float)**2*zeta**3/np.pi*np.exp(-2*zeta*dist[2])
        / density_draw)
var_err = vals.std(ddof=1)/math.sqrt(count)
assert abs(vals.mean()-var_float) < 5*var_err
assert var_err < 0.02*var_float and var_float > var_att

# Small-displacement laws for an isolated nucleus of a different charge.
z_iso, d_iso = 1.5, 1e-4
var_iso = local_variance(d_iso, 1.0, z_iso, z_iso, 0, 0)[1]
ratio_var = var_iso/(4*z_iso**5*d_iso)
rise = quad(lambda x: 4*z_iso**4*x*x*math.exp(-2*z_iso*x)
            * (1/x-1/d_iso), 0, d_iso, epsabs=1e-18)[0]
ratio_energy = rise/(2*z_iso**4*d_iso**2/3)
assert abs(ratio_var-1) < 0.01 and abs(ratio_energy-1) < 0.01

# Small-radius divergence of the squared HF force estimator.
eps = 1e-3*s
rs = eps/2*gx+1.5*eps
shell_density = zeta**3/np.pi*np.exp(
    -2*zeta*np.sqrt(rs[:, None]**2+s*s-2*rs[:, None]*s*gx))
shell = np.sum(eps/2*gw[:, None]*gw*2*np.pi*Z**2
               * gx**2/rs[:, None]**2*shell_density)
n_nucleus = zeta**3/np.pi*math.exp(-2*zeta*s)
shell_law = 4*np.pi/3*Z**2*n_nucleus*(1/eps-1/(2*eps))
assert abs(shell/shell_law-1) < 0.01

# A nucleus-bound exact cusp factor times a floating Gaussian.
a = 0.1


def restored(length, centre, grid):
    r, t, c, w = grid
    p = w*np.exp(-2*Z*r-2*a*(r*r-2*r*c*centre+centre**2))
    p /= p.sum()
    grad2 = (Z**2+4*a*a*(r*r-2*r*c*centre+centre**2)
             + 4*a*Z*(r-centre*c))
    mean = np.sum(p*(grad2/2-Z/r-q/t))+Z*q/length
    el = 3*a-grad2/2-q/t+Z*q/length
    return mean, p, el


def relax_restored(length):
    grid = two_centre_grid(length)
    res = minimize_scalar(lambda x: restored(length, x, grid)[0],
                          bounds=(-2, 6), method="bounded",
                          options=dict(xatol=1e-9))
    return res.x, res.fun, grid


s_cusp, e_cusp, grid = relax_restored(L)
_, prob, el_cusp = restored(L, s_cusp, grid)
assert -1.9 < s_cusp < 5.9
assert abs(np.sum(prob*el_cusp)-e_cusp) < 1e-7
hf_cusp = Z*np.sum(prob*grid[2]/grid[0]**2)-Z*q/L**2
pulay_cusp = -2*np.sum(prob*(el_cusp-e_cusp)*Z*grid[2])
total_cusp = (relax_restored(L+h)[1]-relax_restored(L-h)[1])/(2*h)
assert abs(hf_cusp+pulay_cusp-total_cusp) < 5e-6
assert abs(pulay_cusp) > 1e-3
var_cusp = np.sum(prob*(el_cusp-e_cusp)**2)
gaussian_vec = np.array([0, 0, s_cusp])


def psi_cusp(x):
    return math.exp(-Z*np.linalg.norm(x)-a*np.sum((x-gaussian_vec)**2))


def el_restored(u):
    grad2 = Z**2+4*a*a*(u*u+s_cusp**2)+4*a*Z*u
    return 3*a-grad2/2-q/math.hypot(L, u)+Z*q/L


assert abs(local_energy_numeric(psi_cusp, [0.01, 0, 0])
           - el_restored(0.01)) < 5e-3


def show(label, value, unit, digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Charge Z at A", Z, "e", 1)
show("Charge q at B", q, "e", 1)
show("Separation L", L, "bohr", 1)
show("Attached exponent", zeta_att, "1/bohr")
show("Attached energy", e_att, "hartree")
show("Floating exponent", zeta, "1/bohr")
show("Floating displacement from A towards B", s, "bohr")
show("Floating energy", e_float, "hartree")
print("Forces along z, positive from A to B, in hartree/bohr:")
show("Attached HF force on A", hf_att, "hartree/bohr")
show("Attached Pulay force on A", pulay_att, "hartree/bohr")
show("Attached total force on A, finite difference", total_att,
     "hartree/bohr")
show("Floating HF force on A", hf_A, "hartree/bohr")
show("Floating total force on A, finite difference", total_A,
     "hartree/bohr")
show("Floating HF force on B", hf_B, "hartree/bohr")
show("Floating total force on B, finite difference", total_B,
     "hartree/bohr")
show("Monte Carlo attached Pulay force", mc_att, "hartree/bohr")
show("Its standard error", err_att, "hartree/bohr")
show("Monte Carlo floating Pulay force", mc_float, "hartree/bohr")
show("Its standard error", err_float, "hartree/bohr")
show("Deliberate centre error", shift, "bohr", 3)
show("HF force sum with this error", bad_A+bad_B, "hartree/bohr")
show("Required log slope at nucleus", -Z, "1/bohr", 3)
for k, slope in zip((0.01, 0.1, 3.0), slopes):
    show(f"Floating log slope at u/delta={k}", slope, "1/bohr")
for u in (0.01, 0.001):
    show(f"Floating E_L at {u} bohr from A, perpendicular",
         el_floating(u), "hartree", 3)
show("Attached local-energy variance", var_att, "hartree^2")
show("Floating local-energy variance", var_float, "hartree^2")
show("Isolated test charge", z_iso, "e", 1)
show("Isolated test displacement", d_iso, "bohr", 4)
show("Variance / linear law", ratio_var, "(dimensionless)")
show("Energy rise / quadratic law", ratio_energy, "(dimensionless)")
show("HF second-moment shell / divergence law", shell/shell_law,
     "(dimensionless)")
show("Gaussian coefficient a", a, "1/bohr^2", 2)
show("Cusp-restored Gaussian centre from A", s_cusp, "bohr")
show("Cusp-restored energy", e_cusp, "hartree")
show("Cusp-restored variance", var_cusp, "hartree^2")
for u in (0.01, 0.001):
    show(f"Cusp-restored E_L at {u} bohr from A, perpendicular",
         el_restored(u), "hartree", 3)
show("Cusp-restored HF force on A", hf_cusp, "hartree/bohr")
show("Cusp-restored Pulay force on A", pulay_cusp, "hartree/bohr")
show("Cusp-restored total force on A, finite difference", total_cusp,
     "hartree/bohr")
print("finished without a failed check")
```

It prints:

```
Charge Z at A: 1.0 e
Charge q at B: 0.5 e
Separation L: 2.0 bohr
Attached exponent: 1.040237 1/bohr
Attached energy: -0.487182 hartree
Floating exponent: 1.034800 1/bohr
Floating displacement from A towards B: 0.078489 bohr
Floating energy: -0.490830 hartree
Forces along z, positive from A to B, in hartree/bohr:
Attached HF force on A: -0.125000 hartree/bohr
Attached Pulay force on A: 0.098068 hartree/bohr
Attached total force on A, finite difference: -0.026932 hartree/bohr
Floating HF force on A: -0.022287 hartree/bohr
Floating total force on A, finite difference: -0.022287 hartree/bohr
Floating HF force on B: 0.022287 hartree/bohr
Floating total force on B, finite difference: 0.022287 hartree/bohr
Monte Carlo attached Pulay force: 0.097846 hartree/bohr
Its standard error: 0.000225 hartree/bohr
Monte Carlo floating Pulay force: 0.000753 hartree/bohr
Its standard error: 0.000890 hartree/bohr
Deliberate centre error: 0.010 bohr
HF force sum with this error: 0.010663 hartree/bohr
Required log slope at nucleus: -1.000 1/bohr
Floating log slope at u/delta=0.01: -0.006619 1/bohr
Floating log slope at u/delta=0.1: -0.066203 1/bohr
Floating log slope at u/delta=3.0: -0.996142 1/bohr
Floating E_L at 0.01 bohr from A, perpendicular: -87.457 hartree
Floating E_L at 0.001 bohr from A, perpendicular: -987.352 hartree
Attached local-energy variance: 0.018331 hartree^2
Floating local-energy variance: 0.305394 hartree^2
Isolated test charge: 1.5 e
Isolated test displacement: 0.0001 bohr
Variance / linear law: 0.999013 (dimensionless)
Energy rise / quadratic law: 0.999850 (dimensionless)
HF second-moment shell / divergence law: 1.000000 (dimensionless)
Gaussian coefficient a: 0.10 1/bohr^2
Cusp-restored Gaussian centre from A: 1.180083 bohr
Cusp-restored energy: -0.476064 hartree
Cusp-restored variance: 0.039998 hartree^2
Cusp-restored E_L at 0.01 bohr from A, perpendicular: -0.230 hartree
Cusp-restored E_L at 0.001 bohr from A, perpendicular: -0.228 hartree
Cusp-restored HF force on A: 0.060652 hartree/bohr
Cusp-restored Pulay force on A: -0.054277 hartree/bohr
Cusp-restored total force on A, finite difference: 0.006374 hartree/bohr
finished without a failed check
```
